# Dc current from multiple Andreev reflection in a single superconducting channel: test program

```python
"""Multiple Andreev reflection in one voltage-biased superconducting channel.

Result under test: the dc current is
    I = (2e/h) sum_n n * integral dE P_n(E) [f(E) - f(E + n eV)],
where P_n is the probability that a quasiparticle injected at energy E leaves
at E + n eV.  P_n follows from a reflection recursion on the energy ladder.
For small transmission T the current steps up at eV = 2 Delta/n by
    (2e Delta/h) (pi/2) T^n n (n^n/n!)^2 / 16^(n-1).

Symbols: energies, eV, kT and broadening are in units of the gap Delta;
currents are in units of 2e Delta/h unless a printed unit says otherwise.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import block_diag
from scipy.special import expit

NO_BROADENING = 1e-300     # only selects the retarded branch of the root
STEP = 0.08
_t = np.arange(-3.12, 3.121, STEP)
NODES = expit(np.pi * np.sinh(_t))      # double-exponential rule on (0, 1)
WEIGHTS = STEP * np.pi * np.cosh(_t) * NODES * expit(-np.pi * np.sinh(_t))


def andreev(energy, broadening):
    z = energy + 1j * broadening
    return z - 1j * np.sqrt(1.0 - z * z)


def exit_probabilities(energy, bias, trans, nmax, broadening=NO_BROADENING):
    """Rows n = 1..nmax: probability to enter at energy, leave n*bias higher."""
    pad = 10
    ladder = np.arange(-pad, nmax + pad + 1)
    a = andreev(energy[None, :] + ladder[:, None] * bias, broadening)
    leak = 1.0 - np.abs(a)**2
    leak[leak < 1e-13] = 0.0             # rounding noise inside the gap
    r = math.sqrt(1.0 - trans)
    up = np.empty_like(a)
    up[-1] = r
    for m in range(len(ladder) - 2, -1, -1):
        q = a[m + 1]**2 * up[m + 1]
        up[m] = (r - q) / (1.0 - r * q)
    down = np.full(energy.shape, r, dtype=complex)
    for m in range(pad):
        q = a[m]**2 * down
        down = (r - q) / (1.0 - r * q)
    flow = (leak[pad] * (1 + np.abs(a[pad] * down)**2)
            / np.abs(1 - a[pad]**2 * up[pad] * down)**2)
    prob = np.empty((nmax, energy.size))
    for n in range(1, nmax + 1):
        i = pad + n
        flow = flow * trans / np.abs(1 - r * a[i]**2 * up[i])**2
        prob[n - 1] = flow * leak[i] * (1 + np.abs(a[i] * up[i])**2)
        flow = flow * np.abs(a[i])**2
    return prob


def current_parts(bias, trans, kT=0.0, broadening=NO_BROADENING):
    """The n-particle currents, n = 1, 2, ..."""
    nmax = int(2.0 / bias) + 10
    low = -nmax * bias
    high = -1.0 if kT == 0.0 else 40.0 * kT
    k = np.arange(-nmax - 10, 2 * nmax + 11)
    cuts = np.concatenate([s - k * bias for s in (-1.0, 0.0, 1.0)])
    cuts = cuts[(cuts > low) & (cuts < high)]
    cuts = np.unique(np.concatenate([[low], cuts, [high]]))
    width = np.diff(cuts)
    keep = width > 1e-12
    left, width = cuts[:-1][keep], width[keep]
    energy = (left[:, None] + width[:, None] * NODES).ravel()
    weight = (width[:, None] * WEIGHTS).ravel()
    prob = exit_probabilities(energy, bias, trans, nmax, broadening)
    n = np.arange(1, nmax + 1)[:, None]
    final = energy[None, :] + n * bias
    if kT == 0.0:
        filling = (final > 0.0).astype(float)
    else:
        filling = expit(-energy / kT)[None, :] - expit(-final / kT)
    return (n * prob * filling) @ weight


def current(bias, trans, kT=0.0, broadening=NO_BROADENING):
    return float(current_parts(bias, trans, kT, broadening).sum())


def keldysh_current(bias, trans, kT, broadening, reach=10, points=150):
    """Same current from a tunnelling Hamiltonian, all orders in the hopping.

    The right lead sits at chemical potential +bias; its pair amplitude
    couples Floquet levels that are 2*bias apart.
    """
    hop = math.sqrt((2 - trans - 2 * math.sqrt(1 - trans)) / trans)
    size = 2 * reach + 1

    def retarded(e):
        z = e + 1j * broadening
        root = np.sqrt(1.0 - z * z)
        return -z / root, -1.0 / root

    def keldysh(e):
        thermal = np.tanh(e / (2 * kT))
        return tuple((g - g.conj()) * thermal for g in retarded(e))

    def lead(part, levels, shift):
        ee = np.diag(part(levels - shift)[0])
        hh = np.diag(part(levels + shift)[0])
        if shift == 0.0:
            eh = np.diag(part(levels)[1])
        else:
            eh = np.diag(part(levels[1:] - shift)[1], -1)
        return np.block([[ee, eh], [eh.T, hh]])

    tunnel = hop * np.kron(np.array([[0, 1], [1, 0]]),
                           np.kron(np.diag([1, -1]), np.eye(size)))
    total = 0.0
    for j in range(points):
        levels = 2 * bias * (j / points + np.arange(-reach, reach + 1))
        g_ret = block_diag(lead(retarded, levels, 0.0),
                           lead(retarded, levels, bias))
        g_kel = block_diag(lead(keldysh, levels, 0.0),
                           lead(keldysh, levels, bias))
        dress = np.linalg.inv(np.eye(4 * size) - g_ret @ tunnel)
        full = dress @ g_kel @ dress.conj().T
        total += np.trace(full[:size, 2 * size:3 * size]).real
    return hop * total * 2 * bias / points


def onset_height(n):
    return (np.pi / 2) * n * (n**n / math.factorial(n))**2 / 16**(n - 1)


print("Currents marked [u] are in units of 2e*Delta/h")

# Recursion against the Hamiltonian calculation
for bias, trans in ((0.9, 0.6), (0.5, 0.95), (1.3, 0.2)):
    ladder_value = current(bias, trans, 0.1, 0.1)
    green_value = keldysh_current(bias, trans, 0.1, 0.1)
    print(f"eV/Delta={bias} T={trans}: recursion {ladder_value:.7f},"
          f" Keldysh {green_value:.7f} [u]")
    assert abs(ladder_value / green_value - 1) < 1e-5

# Ballistic excess current; the remainder falls off as Delta/eV
excess = current(100.0, 1.0) - 100.0
print(f"Excess current at T=1, eV=100 Delta: {excess:.4f} [u];"
      f" limit 8/3 = {8 / 3:.4f}")
assert abs(excess - 8 / 3) < 0.03

# Tunnel-limit steps, read at n*eV = 2 Delta +- 0.01 Delta
print("Steps: n, height/T^n [u] at T=1e-5, formula, exponent, share of I_n")
offset = 0.01
for n in range(1, 5):
    heights = []
    for trans in (1e-4, 1e-5):
        above = current_parts((2 + offset) / n, trans)
        heights.append(above.sum() - current((2 - offset) / n, trans))
    share = above[n - 1] / above.sum()
    exponent = math.log10(heights[0] / heights[1])
    scaled = heights[1] / 1e-5**n
    print(f"  {n}  {scaled:.5f}  {onset_height(n):.5f}"
          f"  {exponent:.4f}  {share:.5f}")
    assert abs(scaled / onset_height(n) - 1) < 0.03   # finite offset
    assert abs(exponent - n) < 0.02
    assert share > 0.98

# The threshold region has width of order T^2 Delta
fractions = {}
for side in (-1, 1):
    for trans in (1e-3, 1e-4):
        value = current((2 + side * trans**2) / 2, trans)
        fractions[side, trans] = value / (onset_height(2) * trans**2)
    print(f"n=2, 2eV-2Delta = {side:+d}*T^2*Delta: I/step ="
          f" {fractions[side, 1e-3]:.4f} (T=1e-3),"
          f" {fractions[side, 1e-4]:.4f} (T=1e-4)")
    assert abs(fractions[side, 1e-3] / fractions[side, 1e-4] - 1) < 0.03
assert fractions[1, 1e-4] - fractions[-1, 1e-4] > 0.1

# Worked example: gold atomic contact, rough typical values
gap_meV = 0.18
temperature_K = 0.1
before, after = 0.9, 0.1
gap_uV = 1e3 * gap_meV
G0 = 2 * const.e**2 / const.h
unit_nA = G0 * gap_meV * 1e-3 * 1e9
kT = const.k * temperature_K / (const.e * gap_meV * 1e-3)
print(f"Gap {gap_meV} meV, temperature {temperature_K} K,"
      f" kT/Delta = {kT:.4f}")
print(f"2e*Delta/h = {unit_nA:.3f} nA; G0 = {G0 * 1e6:.3f} uS")

print(f"T={after}: n, 2Delta/(ne) uV, steepest rise uV, leading step nA")
for n in range(1, 5):
    biases = np.linspace(0.92, 1.08, 33) * 2 / n
    curve = np.array([current(b, after) for b in biases])
    steepest = biases[np.argmax(np.gradient(curve, biases))]
    print(f"  {n}  {2 * gap_uV / n:.1f}  {steepest * gap_uV:.1f}"
          f"  {onset_height(n) * after**n * unit_nA:.4g}")
    assert abs(steepest * n / 2 - 1) < 0.02

ratio = {t: current(1.05, t) / current(0.95, t) for t in (after, before)}
print(f"I(1.05 Delta/e)/I(0.95 Delta/e): {ratio[after]:.3f} at T={after},"
      f" {ratio[before]:.3f} at T={before}")
assert ratio[after] > 2 * ratio[before]

print(f"Zero-temperature current: V in uV, I in nA at T={before}, T={after}")
for volt in (80, 110, 130, 170, 190, 340, 380, 600):
    pair = [current(volt / gap_uV, t) * unit_nA for t in (before, after)]
    print(f"  {volt}  {pair[0]:.3f}  {pair[1]:.5f}")

bias_uV = 190
for trans in (before, after):
    parts = current_parts(bias_uV / gap_uV, trans)
    text = ", ".join(f"{p * unit_nA:.4f}" for p in parts[:6])
    print(f"I_1..I_6 at {bias_uV} uV, T={trans}: {text} nA")
sample = exit_probabilities(np.array([-1.2]), bias_uV / gap_uV, before, 5)
print(f"P_1..P_5 at E=-1.2 Delta, {bias_uV} uV, T={before}: "
      + ", ".join(f"{p:.5f}" for p in sample[:, 0]))

# Effects outside the ideal zero-temperature model
rounding = 0.02
print(f"Current change from {temperature_K} K alone, and with gap-edge"
      f" broadening {rounding} Delta added:")
for volt in (110, bias_uV):
    for trans in (before, after):
        b = volt / gap_uV
        ideal = current(b, trans)
        warm = current(b, trans, kT) / ideal - 1
        broad = current(b, trans, kT, rounding) / ideal - 1
        print(f"  {volt} uV, T={trans}: {100 * warm:+.3f} %,"
              f" {100 * broad:+.2f} %")

length_nm, fermi_speed = 1.0, 1.4e6
gap_J = gap_meV * 1e-3 * const.e
coherence_nm = const.hbar * fermi_speed / gap_J * 1e9
print(f"Contact length {length_nm} nm, Fermi speed {fermi_speed:.1e} m/s,"
      f" hbar*v/Delta = {coherence_nm:.0f} nm")
print(f"Length ratio = {length_nm / coherence_nm:.2e}")
film_nm, diffusion_cm2_s = 30.0, 100.0
thouless_meV = (const.hbar * diffusion_cm2_s * 1e-4
                / (film_nm * 1e-9)**2 / const.e * 1e3)
print(f"Gold film {film_nm} nm, D = {diffusion_cm2_s} cm2/s: hbar*D/d^2 ="
      f" {thouless_meV:.2f} meV = {thouless_meV / gap_meV:.1f} Delta")
series_ohm = 100.0
main_nA = current(bias_uV / gap_uV, before) * unit_nA
drop_uV = main_nA * 1e-3 * series_ohm
print(f"Series {series_ohm} ohm at {bias_uV} uV, T={before}: drop"
      f" {drop_uV:.3f} uV = {100 * drop_uV / bias_uV:.2f} % of bias;"
      f" R*G0 = {series_ohm * G0:.4f}")
weak = 0.02
weak_nA = current(bias_uV / gap_uV, weak) * unit_nA
print(f"Second channel T={weak} at {bias_uV} uV: {weak_nA:.5f} nA ="
      f" {100 * weak_nA / main_nA:.4f} % of the main channel")
print("OK")
```

Printed output:

```
Currents marked [u] are in units of 2e*Delta/h
eV/Delta=0.9 T=0.6: recursion 0.5168024, Keldysh 0.5168024 [u]
eV/Delta=0.5 T=0.95: recursion 1.5542275, Keldysh 1.5542275 [u]
eV/Delta=1.3 T=0.2: recursion 0.0955778, Keldysh 0.0955778 [u]
Excess current at T=1, eV=100 Delta: 2.6617 [u]; limit 8/3 = 2.6667
Steps: n, height/T^n [u] at T=1e-5, formula, exponent, share of I_n
  1  1.57891  1.57080  0.9936  0.99913
  2  0.79148  0.78540  2.0007  0.99915
  3  0.37657  0.37276  3.0005  0.99917
  4  0.17706  0.17453  4.0004  0.99916
n=2, 2eV-2Delta = -1*T^2*Delta: I/step = 0.6187 (T=1e-3), 0.6179 (T=1e-4)
n=2, 2eV-2Delta = +1*T^2*Delta: I/step = 1.3338 (T=1e-3), 1.3326 (T=1e-4)
Gap 0.18 meV, temperature 0.1 K, kT/Delta = 0.0479
2e*Delta/h = 13.947 nA; G0 = 77.481 uS
T=0.1: n, 2Delta/(ne) uV, steepest rise uV, leading step nA
  1  360.0  361.8  2.191
  2  180.0  179.1  0.1095
  3  120.0  119.4  0.005199
  4  90.0  89.6  0.0002434
I(1.05 Delta/e)/I(0.95 Delta/e): 6.449 at T=0.1, 1.059 at T=0.9
Zero-temperature current: V in uV, I in nA at T=0.9, T=0.1
  80  18.128  0.00003
  110  23.707  0.00078
  130  26.309  0.00819
  170  31.885  0.02275
  190  33.992  0.15611
  340  48.056  0.54170
  380  51.388  2.18301
  600  67.266  4.42511
I_1..I_6 at 190 uV, T=0.9: 0.0000, 0.6132, 21.6742, 10.2859, 1.3320, 0.0835 nA
I_1..I_6 at 190 uV, T=0.1: 0.0000, 0.0751, 0.0758, 0.0052, 0.0001, 0.0000 nA
P_1..P_5 at E=-1.2 Delta, 190 uV, T=0.9: 0.00000, 0.00000, 0.54639, 0.03858, 0.00102
Current change from 0.1 K alone, and with gap-edge broadening 0.02 Delta added:
  110 uV, T=0.9: -0.000 %, -4.56 %
  110 uV, T=0.1: +0.000 %, +546.67 %
  190 uV, T=0.9: -0.000 %, -3.15 %
  190 uV, T=0.1: +0.000 %, +2.62 %
Contact length 1.0 nm, Fermi speed 1.4e+06 m/s, hbar*v/Delta = 5119 nm
Length ratio = 1.95e-04
Gold film 30.0 nm, D = 100.0 cm2/s: hbar*D/d^2 = 7.31 meV = 40.6 Delta
Series 100.0 ohm at 190 uV, T=0.9: drop 3.399 uV = 1.79 % of bias; R*G0 = 0.0077
Second channel T=0.02 at 190 uV: 0.00516 nA = 0.0152 % of the main channel
OK
```
